# Quadrupoles, internal strain and direction-dependent acoustic potentials in silicon: test program

```python
"""Direction-dependent absolute potential of long acoustic waves in silicon.

Result under test, for a longitudinal wave of wavevector q and amplitude u:
  V/(i q u) = -(4 pi/(Omega eps)) [t0 + t1 S + (Q zeta a/4)(1-S)],
V: macroscopic electron potential energy, Omega: cell volume, eps: electronic
dielectric constant, S: sum of fourth powers of the direction cosines of q,
t0, t1: clamped-ion octupole constants, Q: dynamical quadrupole of atom 2,
zeta: internal-strain parameter, a: cubic lattice constant.
Everything is computed by plane-wave density-functional linear response with
the Appelbaum-Hamann local pseudopotential and Dirac exchange. Atomic units.
"""
from itertools import permutations, product
from types import SimpleNamespace
import numpy as np
from scipy import constants as const

HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0]
KT = const.k * 300 / (HARTREE_EV * const.e)
SI_MASS = 28.085 * const.atomic_mass / const.m_e
A = 10.26
ECUT = 2.5
ZION, ALPHA, V1, V2 = 4.0, 0.6102, 3.042, -1.372
N = 12
PI4 = 4 * np.pi
CELL = A / 2 * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
RECIP = 2 * np.pi * np.linalg.inv(CELL).T
TAU = A / 4 * np.ones(3)
ZERO = np.zeros(3)
EX, EY, EZ = np.eye(3)


def integer_grid(values):
    return np.stack(np.meshgrid(values, values, values, indexing='ij'),
                    -1).reshape(-1, 3)


MGRID = integer_grid(np.rint(np.fft.fftfreq(N) * N).astype(int))
FINE = integer_grid(np.arange(-11, 12))
FINE = FINE[np.any(FINE != 0, axis=1)]


def volume(recip):
    return (2 * np.pi) ** 3 / abs(np.linalg.det(recip))


OMEGA = volume(RECIP)


def crystal_operations():
    """The 48 diamond operations; half exchange the atoms and shift by TAU."""
    ops = []
    for perm in permutations(range(3)):
        for signs in product((1., -1.), repeat=3):
            rot = np.diag(signs)[:, perm]
            swap = np.prod(signs) < 0
            g = MGRID @ RECIP @ rot.T
            m = np.rint(g @ CELL.T / (2 * np.pi)).astype(int) % N
            target = (m[:, 0] * N + m[:, 1]) * N + m[:, 2]
            phase = np.exp(-1j * g @ (TAU if swap else ZERO))
            ops.append(SimpleNamespace(rot=rot, swap=swap, target=target,
                                       phase=phase))
    return ops


OPS = crystal_operations()


def symmetry_group(q, u1, u2):
    """Operations that leave a wave with sublattice amplitudes u1, u2."""
    found = []
    for i, op in enumerate(OPS):
        v1, v2 = (u2, u1) if op.swap else (u1, u2)
        if (np.allclose(op.rot @ q, q, atol=1e-12)
                and np.allclose(op.rot @ u1, v1, atol=1e-12)
                and np.allclose(op.rot @ u2, v2, atol=1e-12)):
            found.append(i)
    return tuple(found)


def symmetrize(n, group):
    out = np.zeros_like(n)
    for i in group:
        moved = np.empty_like(n)
        moved[OPS[i].target] = OPS[i].phase * n
        out += moved
    return out / len(group)


def safe_square(k):
    k2 = np.sum(k * k, axis=-1)
    return k2, np.where(k2 > 1e-12, k2, np.inf)


def pseudo(k):
    """Coulomb and short-range parts of the ionic potential transform."""
    k2, k2safe = safe_square(k)
    damp = np.exp(-k2 / (4 * ALPHA))
    short = (np.pi / ALPHA) ** 1.5 * damp * (
        V1 + V2 * (1.5 / ALPHA - k2 / (4 * ALPHA ** 2)))
    return -PI4 * ZION * damp / k2safe, short


def plane_waves(frac):
    """Padded plane-wave lists and a table locating each G1-G2."""
    trial = integer_grid(np.arange(-6, 7))
    sets = [trial[0.5 * np.sum(((f + trial) @ RECIP) ** 2, 1) < ECUT]
            for f in frac]
    nmax = max(len(s) for s in sets)
    pw = np.zeros((len(frac), nmax, 3), int)
    mask = np.zeros((len(frac), nmax), bool)
    for i, s in enumerate(sets):
        pw[i, :len(s)] = s
        mask[i, :len(s)] = True
    d = (pw[:, :, None] - pw[:, None]) % N
    idx = (d[..., 0] * N + d[..., 1]) * N + d[..., 2]
    return SimpleNamespace(frac=frac, pw=pw, mask=mask, idx=idx)


def make_mesh(m, rotations):
    """Cubic mesh of 4 m^3 points, one kept from each symmetry orbit."""
    odd = 2 * np.array([(i, j, l) for l in range(m)
                        for i in range(2 * m) for j in range(2 * m)]) + 1
    codes = []
    for rot in rotations:
        p = np.rint(odd @ rot.T).astype(int)
        p = p - (2 * m * (p[:, 2] // (2 * m)))[:, None]
        xy = p[:, :2] % (4 * m)
        codes.append((p[:, 2] * 4 * m + xy[:, 0]) * 4 * m + xy[:, 1])
    _, first, count = np.unique(np.min(codes, axis=0), return_index=True,
                                return_counts=True)
    k = odd[first] / (2 * m) * 2 * np.pi / A
    basis = plane_waves(k @ CELL.T / (2 * np.pi))
    basis.weight = count / count.sum()
    return basis


def bands(basis, recip, q, vtab):
    k = (basis.frac[:, None] + basis.pw) @ recip + q
    kinetic = np.where(basis.mask, 0.5 * np.sum(k * k, -1), 1e3)
    h = vtab[basis.idx] * (basis.mask[:, :, None] & basis.mask[:, None])
    diag = np.arange(h.shape[1])
    h[:, diag, diag] += kinetic
    energy, vec = np.linalg.eigh(h)
    return energy, vec * basis.mask[:, :, None]


def scatter(idx, p):
    flat = idx.ravel()
    return (np.bincount(flat, p.real.ravel(), N ** 3)
            + 1j * np.bincount(flat, p.imag.ravel(), N ** 3))


def dagger(x):
    return np.ascontiguousarray(x.conj().transpose(0, 2, 1))


def fixed_point(step, x, tol):
    """Anderson-accelerated solution of x = step(x)."""
    xs, rs = [], []
    for _ in range(60):
        r = step(x) - x
        if np.linalg.norm(r) < tol:
            return x + r
        new = x + 0.6 * r
        if rs:
            dx = np.array(xs).T - x[:, None]
            dr = np.array(rs).T - r[:, None]
            c = np.linalg.lstsq(dr, -r, rcond=None)[0]
            new = new + dx @ c + 0.6 * (dr @ c)
        xs, rs = (xs + [x])[-10:], (rs + [r])[-10:]
        x = new
    raise RuntimeError('self-consistency not reached')


def real_density(n, vol):
    rho = np.fft.ifftn(n.reshape(N, N, N)).real * N ** 3 / vol
    return np.maximum(rho, 1e-5)


def crystal_potential(n, recip, taus):
    g = MGRID @ recip
    vol = volume(recip)
    phase = sum(np.exp(-1j * g @ t) for t in taus)
    exchange = -(3 * real_density(n, vol) / np.pi) ** (1 / 3)
    v = (sum(pseudo(g)) * phase + PI4 * n / safe_square(g)[1]) / vol
    v = v + np.fft.fftn(exchange).ravel() / N ** 3
    v[0] = 0
    return v


def ground(basis, group, recip, taus, start, tol):
    """Self-consistent density; component G=0 is the electron number."""
    def step(n):
        c = bands(basis, recip, 0.0, crystal_potential(n, recip, taus))[1]
        cv = np.ascontiguousarray(c[:, :, :4])
        p = (cv * basis.weight[:, None, None]) @ dagger(cv)
        new = 2 * scatter(basis.idx, p)
        return symmetrize(new, group) if group else new
    return fixed_point(step, start, tol)


def silicon(m, start):
    """Ground state on mesh m, ready for response calculations."""
    basis = make_mesh(m, [op.rot for op in OPS])
    n = ground(basis, range(48), RECIP, [ZERO, TAU], start, 1e-8)
    vtab = crystal_potential(n, RECIP, [ZERO, TAU])
    e = bands(basis, RECIP, 0.0, vtab)[0]
    rho = real_density(n, OMEGA)
    fx = -(3 * rho / np.pi) ** (1 / 3) / (3 * rho)
    return SimpleNamespace(m=m, n=n, vtab=vtab, fx=fx, cache={},
                           gap=e[:, 4].min() - e[:, 3].max())


def states_at(s, q, group):
    """Valence states at k-q/2, conduction states at k+q/2, kept for reuse.

    Centring the transition on the mesh point keeps time reversal exact
    and makes the charge converge much faster with the mesh.
    """
    key = (tuple(q), group)
    if key not in s.cache:
        b = make_mesh(s.m, [OPS[i].rot for i in group])
        ev, c = bands(b, RECIP, -q / 2, s.vtab)
        cv = np.ascontiguousarray(c[:, :, :4])
        ec, c = bands(b, RECIP, q / 2, s.vtab)
        cc = np.ascontiguousarray(c[:, :, 4:])
        s.cache[key] = SimpleNamespace(
            idx=b.idx, cv=cv, cvh=dagger(cv) * b.weight[:, None, None],
            cc=cc, cch=dagger(cc),
            denom=ev[:, None, :4] - ec[:, 4:, None])
    return s.cache[key]


def solve(s, q, group, ext, macro):
    """Density and total potential; macro=False means zero average field."""
    r = states_at(s, q, group)
    coulomb = PI4 / (OMEGA * np.sum((MGRID @ RECIP + q) ** 2, 1))
    if not macro:
        coulomb[0] = 0

    def total(n):
        xc = np.fft.fftn(s.fx * np.fft.ifftn(n.reshape(N, N, N))).ravel()
        return ext + coulomb * n + xc / OMEGA

    def step(n):
        t = total(n)[r.idx] @ r.cv
        dc = r.cc @ ((r.cch @ t) / r.denom)
        return symmetrize(4 * scatter(r.idx, dc @ r.cvh), group)

    n = fixed_point(step, np.zeros(N ** 3, complex), 3e-9)
    return n, total(n)


def displaced_ion(q, recip, tau, u, macro):
    g = MGRID @ recip
    k = g + q
    long, short = pseudo(k)
    if not macro:
        long[0] = 0
    return -1j * (k @ u) * (long + short) * np.exp(-1j * g @ tau) \
        / volume(recip)


def wave(s, q, u1, u2, macro=False, added_charge=0.0):
    """Net charge per cell at q, density and potential for a given wave."""
    ext = (displaced_ion(q, RECIP, ZERO, u1, macro)
           + displaced_ion(q, RECIP, TAU, u2, macro))
    if macro:
        ext[0] -= PI4 * added_charge / (OMEGA * (q @ q))
    n, pot = solve(s, q, symmetry_group(q, u1, u2), ext, macro)
    ion = -1j * (q @ (u1 + u2)) * ZION * np.exp(-q @ q / (4 * ALPHA))
    return ion + added_charge - n[0], n, pot


def ion_ion(q, recip, separation, da, db=None):
    """First or second derivative of the ion-ion energy (Ewald, width 1)."""
    g = FINE @ recip
    k = g + q
    k2 = np.sum(k * k, 1)
    factor = 1j * (k @ da) if db is None else (k @ da) * (k @ db)
    return PI4 * ZION ** 2 / volume(recip) * np.sum(
        factor * np.exp(-k2 / 4 + 1j * g @ separation) / k2)


def gradient_atom1(n, recip, tau2):
    field = displaced_ion(ZERO, recip, ZERO, EZ, False)
    return (np.vdot(field, n) + ion_ion(0.0, recip, -tau2, EZ)).real


Q0 = 0.02
D100 = EX
D110 = np.array([1., 1, 0]) / np.sqrt(2)
D111 = np.ones(3) / np.sqrt(3)


def octupole(s, d, qn=Q0):
    """Charge of a clamped longitudinal wave divided by i q^3."""
    return (wave(s, qn * d, d, d)[0] / (1j * qn ** 3)).real


def quadrupole(s, qn=Q0):
    """Q of atom 2 from opposite sublattice shifts along z, q along [110]."""
    return -2 * wave(s, qn * D110, -EZ / 2, EZ / 2)[0].real / qn ** 2


def spurious_offset(s, t_at_q0):
    """Part of the scaled [100] charge that varies as 1/q^2.

    Translation invariance forbids it; finite basis and mesh leave a little.
    """
    return (octupole(s, D100, Q0 / 4) - t_at_q0) / 15


start = np.zeros(N ** 3, complex)
start[0] = 8
s4 = silicon(4, start)
s6 = silicon(6, s4.n)
s7 = silicon(7, s6.n)

# Force responses: atom 2 moved along z, then a transverse wave along x.
q110, q100 = Q0 * D110, Q0 * D100
dn = wave(s4, q110, ZERO, EZ)[1]
c12 = (np.vdot(displaced_ion(q110, RECIP, ZERO, EZ, False), dn)
       + ion_ion(q110, RECIP, -TAU, EZ, EZ)).real
rho_rigid, dn, _ = wave(s4, q100, EY, EY)
coupling = (np.vdot(displaced_ion(q100, RECIP, ZERO, EZ, False), dn)
            + ion_ion(q100, RECIP, -TAU, EZ, EY))
shear_force = (coupling / (0.5j * Q0)).real
zeta = 2 * shear_force / (A * c12)
phonon_mev = np.sqrt(-2 * c12 / SI_MASS) * HARTREE_EV * 1e3

# The same two force responses from finite static distortions.
half4 = make_mesh(4, [np.eye(3), -np.eye(3)])
h = 0.02
tau_h = TAU + h * EZ
n_h = ground(half4, None, RECIP, [ZERO, tau_h], s4.n, 1e-6)
c12_static = gradient_atom1(n_h, RECIP, tau_h) / h
strain = 0.004
deform = np.eye(3) + strain * (np.outer(EX, EY) + np.outer(EY, EX))
recip_s = RECIP @ np.linalg.inv(deform)
n_s = ground(half4, None, recip_s, [ZERO, deform @ TAU], s4.n, 1e-6)
shear_static = gradient_atom1(n_s, recip_s, deform @ TAU) / strain

# Same small mesh: oblique transverse wave and finite-wavevector change.
t1_small = 1.5 * (octupole(s4, D100) - octupole(s4, D111))
oblique = np.array([2., 1, 0]) / np.sqrt(5)
u_t = np.array([1., -2, 0]) / np.sqrt(5)
t_oblique = (wave(s4, Q0 * oblique, u_t, u_t)[0] / (1j * Q0 ** 3)).real
t_oblique_law = t1_small * np.sum(oblique ** 3 * u_t)
MASS = 0.3
q_thermal = 2 * np.sqrt(2 * MASS * KT)
thermal_ratio = quadrupole(s4, q_thermal) / quadrupole(s4)
s4.cache.clear()

# Coarse mesh for the convergence check.
t100_coarse = octupole(s6, D100)
t1_coarse = 1.5 * (t100_coarse - octupole(s6, D111))
t0_coarse = t100_coarse - t1_coarse - spurious_offset(s6, t100_coarse)
quad_coarse = quadrupole(s6)
s6.cache.clear()

# Fine mesh: dielectric constant, quadrupole and octupole constants.
unit = np.zeros(N ** 3, complex)
unit[0] = 1
n_unit = solve(s7, q100, symmetry_group(q100, ZERO, ZERO), unit, False)[0]
eps = 1 - PI4 * n_unit[0].real / (OMEGA * Q0 ** 2)
quad = quadrupole(s7)
t100, t110, t111 = (octupole(s7, d) for d in (D100, D110, D111))
offset = spurious_offset(s7, t100)
t100, t110, t111 = t100 - offset, t110 - offset, t111 - offset
t1 = 1.5 * (t100 - t111)
t0 = t100 - t1

# Relaxed longitudinal waves with the full macroscopic Coulomb field; a small
# ionic charge cancels the spurious charge and restores translation invariance.
gamma = plane_waves(np.zeros((1, 3)))
top = bands(gamma, RECIP, 0.0, s7.vtab)[1][0][:, 1:4]
prefactor = -PI4 / (OMEGA * eps) * HARTREE_EV
internal = quad * zeta * A / 4
macro_ev, law_ev, valence_ev = [], [], []
for d in (D100, D110, D111):
    q = Q0 * d
    w = -0.5j * zeta * A * Q0 * np.array([d[1] * d[2], d[2] * d[0],
                                         d[0] * d[1]])
    rho, _, pot = wave(s7, q, d - w / 2, d + w / 2, macro=True,
                       added_charge=-1j * Q0 ** 3 * offset)
    macro_ev.append((-PI4 * rho / (OMEGA * Q0 ** 2)
                     / (1j * Q0)).real * HARTREE_EV)
    s = np.sum(d ** 4)
    law_ev.append(prefactor * (t0 + t1 * s + internal * (1 - s)))
    top_q = bands(gamma, RECIP, q, s7.vtab)[1][0][:, 1:4]
    element = top_q.conj().T @ pot[gamma.idx[0]] @ top
    overlap = top_q.conj().T @ top
    shift = np.trace(overlap.conj().T @ element) / 3
    valence_ev.append((shift / (1j * Q0)).real * HARTREE_EV)
macro_ev, law_ev, valence_ev = map(np.array, (macro_ev, law_ev, valence_ev))
oct_part = prefactor * t1 * (1 / 3 - 1)
quad_part = prefactor * internal * (2 / 3)
quad_scale = abs(prefactor * internal)

print(f'lattice constant: {A * BOHR * 1e9:.4f} nm')
print(f'plane-wave cutoff: {ECUT * HARTREE_EV:.1f} eV')
print(f'k points for forces, coarse mesh, fine mesh: '
      f'{4 * s4.m ** 3}, {4 * s6.m ** 3}, {4 * s7.m ** 3}')
print(f'small wavevector used: {Q0 / (BOHR * 1e9):.4f} 1/nm')
print(f'smallest band gap on the mesh: {s7.gap * HARTREE_EV:.3f} eV')
print(f'electronic dielectric constant: {eps:.2f}')
print(f'quadrupole Q of atom 2: {quad:.3f} e bohr')
print(f'quadrupole Q, coarse mesh: {quad_coarse:.3f} e bohr')
print(f'octupole isotropic t0: {t0:.2f} e bohr^2')
print(f'octupole isotropic t0, coarse mesh: {t0_coarse:.2f} e bohr^2')
print(f'octupole anisotropy t1: {t1:.3f} e bohr^2')
print(f'octupole anisotropy t1, coarse mesh: {t1_coarse:.3f} e bohr^2')
print(f'octupole anisotropy t1, force mesh: {t1_small:.3f} e bohr^2')
print(f'internal-strain quadrupole term Q zeta a/4: {internal:.3f} e bohr^2')
print(f'clamped [110] charge, computed: {t110:.3f} e bohr^2')
print(f'clamped [110] charge, angular law: {t0 + t1 / 2:.3f} e bohr^2')
print(f'oblique transverse charge, force mesh: {t_oblique:.3f} e bohr^2')
print(f'oblique transverse charge, law: {t_oblique_law:.3f} e bohr^2')
print(f'spurious charge cancelled, per unit q u: '
      f'{-offset * Q0 ** 2:.4f} e')
print(f'force constant C12, response: {c12:.5f} Ha/bohr^2')
print(f'force constant C12, static: {c12_static:.5f} Ha/bohr^2')
print(f'zone-centre optical phonon energy: {phonon_mev:.1f} meV')
print(f'shear force, response: {shear_force:.4f} Ha/bohr')
print(f'shear force, static strain: {shear_static:.4f} Ha/bohr')
print(f'internal-strain parameter zeta: {zeta:.3f}')
for name, m, l, v in zip(('[100]', '[110]', '[111]'), macro_ev, law_ev,
                         valence_ev):
    print(f'{name} potential minus [100], computed: {m - macro_ev[0]:.3f} eV')
    print(f'{name} potential minus [100], formula: {l - law_ev[0]:.3f} eV')
    print(f'{name} absolute valence-top potential: {v:.2f} eV')
print(f'[111]-[100] octupole part: {oct_part:.3f} eV')
print(f'[111]-[100] quadrupole part: {quad_part:.3f} eV')
print(f'[111]-[100] sum: {oct_part + quad_part:.3f} eV')
print(f'[111]-[100] shift at 0.1% strain: '
      f'{(macro_ev[2] - macro_ev[0]):.3f} meV')
print(f'electron mass taken for thermal wavevector: {MASS:.1f} m_e')
print(f'thermal wavevector at 300 K: {q_thermal / (BOHR * 1e9):.3f} 1/nm')
print(f'quadrupole at thermal q over small q: {thermal_ratio:.4f}')
for density_cm3 in (1e16, 1e18):
    kappa2 = PI4 * density_cm3 * 1e6 * BOHR ** 3 / (eps * KT)
    kept = q_thermal ** 2 / (q_thermal ** 2 + kappa2)
    print(f'fraction left by {density_cm3:.0e} carriers/cm3: {kept:.4f}')

# Tests. Tolerances cover the next order in q and the finite basis and mesh.
scale = abs(internal)
assert s7.gap > 0 and eps > 1 and c12 < 0
assert abs(rho_rigid) / Q0 ** 3 < 0.01 * scale
assert abs(t110 - (t0 + t1 / 2)) < 0.05 * scale
assert abs(t_oblique - t_oblique_law) < 0.05 * scale
assert abs(c12 / c12_static - 1) < 0.02
assert abs(shear_force / shear_static - 1) < 0.02
coarse_total = t1_coarse - quad_coarse * zeta * A / 4
assert abs(coarse_total / (t1 - internal) - 1) < 0.15
assert np.max(np.abs((macro_ev - macro_ev[0])
                     - (law_ev - law_ev[0]))) < 0.05 * quad_scale
assert np.max(np.abs((valence_ev - valence_ev[0])
                     - (macro_ev - macro_ev[0]))) < 0.05 * quad_scale
assert abs(macro_ev[2] - macro_ev[0]) > 0.05
print('all tests passed')
```

It prints:

```
lattice constant: 0.5429 nm
plane-wave cutoff: 68.0 eV
k points for forces, coarse mesh, fine mesh: 256, 864, 1372
small wavevector used: 0.3779 1/nm
smallest band gap on the mesh: 1.205 eV
electronic dielectric constant: 10.36
quadrupole Q of atom 2: -12.313 e bohr
quadrupole Q, coarse mesh: -12.397 e bohr
octupole isotropic t0: -58.78 e bohr^2
octupole isotropic t0, coarse mesh: -60.45 e bohr^2
octupole anisotropy t1: -1.065 e bohr^2
octupole anisotropy t1, coarse mesh: -0.484 e bohr^2
octupole anisotropy t1, force mesh: 3.858 e bohr^2
internal-strain quadrupole term Q zeta a/4: -13.878 e bohr^2
clamped [110] charge, computed: -59.222 e bohr^2
clamped [110] charge, angular law: -59.317 e bohr^2
oblique transverse charge, force mesh: 0.934 e bohr^2
oblique transverse charge, law: 0.926 e bohr^2
spurious charge cancelled, per unit q u: 0.0516 e
force constant C12, response: -0.20094 Ha/bohr^2
force constant C12, static: -0.20131 Ha/bohr^2
zone-centre optical phonon energy: 76.2 meV
shear force, response: -0.4530 Ha/bohr
shear force, static strain: -0.4445 Ha/bohr
internal-strain parameter zeta: 0.439
[100] potential minus [100], computed: 0.000 eV
[100] potential minus [100], formula: 0.000 eV
[100] absolute valence-top potential: 1.47 eV
[110] potential minus [100], computed: 0.781 eV
[110] potential minus [100], formula: 0.783 eV
[110] absolute valence-top potential: 2.30 eV
[111] potential minus [100], computed: 1.061 eV
[111] potential minus [100], formula: 1.044 eV
[111] absolute valence-top potential: 2.60 eV
[111]-[100] octupole part: -0.087 eV
[111]-[100] quadrupole part: 1.131 eV
[111]-[100] sum: 1.044 eV
[111]-[100] shift at 0.1% strain: 1.061 meV
electron mass taken for thermal wavevector: 0.3 m_e
thermal wavevector at 300 K: 0.902 1/nm
quadrupole at thermal q over small q: 0.9497
fraction left by 1e+16 carriers/cm3: 0.9992
fraction left by 1e+18 carriers/cm3: 0.9234
all tests passed
```
